# ZORA and Dirac energies of a hydrogenlike ion by coordinate scaling, part 1

(Sections cited here and not found follow in the second part.)

## 1. The relation between the two energies

### Definitions and conventions

One electron moves in the field of a point nucleus of charge \(Z\), which is held fixed at the origin. Atomic units are used: the electron mass, the elementary charge and \(\hbar\) are one, energies are in hartree and lengths in bohr. The speed of light is then \(c=1/\alpha=137.035999\), with \(\alpha\) the fine-structure constant. The potential energy is

\[
V(\mathbf r)=-\frac{Z}{r},\qquad 0<\frac{Z}{c}<1 .
\tag{1}
\]

It vanishes at infinity. This choice of zero matters, because the approximate equation studied here is not invariant when a constant is added to \(V\).

The momentum operator is \(\mathbf p=-i\nabla\), and \(\boldsymbol\sigma\) is the vector of Pauli matrices. The Dirac wave function has a large component \(\phi\) and a small component \(\chi\), each with two spin entries. Let \(\varepsilon\) be the Dirac energy with the rest energy \(c^2\) subtracted. The Dirac equation is the pair

\[
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\varepsilon\phi ,
\tag{2}
\]
\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .
\tag{3}
\]

Bound states lie in the gap \(-2c^2<\varepsilon<0\).

### Elimination of the small component

Equation (3) contains \(\chi\) without a derivative and can be solved for it:

\[
\chi=\frac{c}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,\phi .
\tag{4}
\]

The denominator is positive everywhere, since \(2c^2+\varepsilon>0\) and \(-V>0\). Inserting (4) in (2) gives an equation for \(\phi\) alone:

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+\varepsilon-V}\,
\boldsymbol\sigma\cdot\mathbf p+V\right]\phi=\varepsilon\phi .
\tag{5}
\]

Nothing has been approximated. The fraction depends on position, so it must stay between the two momentum operators. The price of the elimination is that \(\varepsilon\) appears on both sides, and (5) is not an ordinary eigenvalue problem.

The fraction can be factored as

\[
\frac{c^2}{2c^2+\varepsilon-V}
=\frac{c^2}{2c^2-V}\,
\frac{1}{1+\varepsilon/(2c^2-V)} .
\tag{6}
\]

For the attractive potential (1), \(|\varepsilon|/(2c^2-V)\) is smaller than \(|\varepsilon|/(2c^2)\) at every finite distance, even close to the nucleus where \(V\) diverges. The zeroth-order regular approximation, ZORA, replaces the last factor in (6) by one. Its eigenvalue equation is

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2-V}\,
\boldsymbol\sigma\cdot\mathbf p+V\right]\phi_{\rm Z}=E\phi_{\rm Z} .
\tag{7}
\]

Here \(E\) is the unscaled ZORA energy. The operator no longer contains the energy, so (7) is an ordinary Hermitian eigenvalue problem.

The direction of the error in the lowest level can be seen before any equation is solved. Because \(\varepsilon<0\), the fraction in (7) is smaller than that in (5) at every point. If the Dirac function \(\phi\), normalized by itself, is used as a trial function in (7), the kinetic term is therefore smaller than in (5), while the potential term is the same. The expectation value lies below \(\varepsilon\), and the lowest ZORA eigenvalue lies no higher than this expectation value. ZORA binds the ground state too strongly. The scaling argument now gives the amount, and extends the statement to the excited states.

### The change of length

Define the number

\[
\lambda=1+\frac{\varepsilon}{2c^2},\qquad 0<\lambda<1 ,
\tag{8}
\]

where the limits follow from \(-2c^2<\varepsilon<0\). Introduce the coordinate \(\mathbf r'=\lambda\mathbf r\). By the chain rule, \(\partial/\partial x=\lambda\,\partial/\partial x'\), and likewise for the other directions. Hence

\[
\mathbf p=\lambda\mathbf p' .
\tag{9}
\]

The Coulomb potential has the simple behaviour

\[
V(\mathbf r)=-\frac{Z}{r}=-\frac{Z}{r'/\lambda}
=\lambda\left(-\frac{Z}{r'}\right)=\lambda V(\mathbf r') .
\tag{10}
\]

The definition (8) also says \(2c^2+\varepsilon=2c^2\lambda\). The denominator in (5) becomes

\[
2c^2+\varepsilon-V(\mathbf r)
=2c^2\lambda-\lambda V(\mathbf r')
=\lambda\,[2c^2-V(\mathbf r')] .
\tag{11}
\]

The kinetic term carries two factors \(\lambda\) from the momenta and one factor \(1/\lambda\) from the fraction:

\[
\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+\varepsilon-V(\mathbf r)}\,
\boldsymbol\sigma\cdot\mathbf p
=\lambda\,\boldsymbol\sigma\cdot\mathbf p'\,
\frac{c^2}{2c^2-V(\mathbf r')}\,
\boldsymbol\sigma\cdot\mathbf p' .
\tag{12}
\]

The potential term carries one factor \(\lambda\) by (10). Dividing (5) by \(\lambda\) gives

\[
\left[\boldsymbol\sigma\cdot\mathbf p'\,
\frac{c^2}{2c^2-V(\mathbf r')}\,
\boldsymbol\sigma\cdot\mathbf p'+V(\mathbf r')\right]
\phi(\mathbf r'/\lambda)
=\frac{\varepsilon}{\lambda}\,\phi(\mathbf r'/\lambda) .
\tag{13}
\]

This is the ZORA equation (7), with the coordinate named \(\mathbf r'\). Its eigenvalue is

\[
E=\frac{\varepsilon}{\lambda}
=\frac{2c^2\varepsilon}{2c^2+\varepsilon} .
\tag{14}
\]

No expansion in \(1/c\) was made. To invert the relation, multiply (14) by \(1+\varepsilon/(2c^2)\), which gives \(E+E\varepsilon/(2c^2)=\varepsilon\). Collecting the terms in \(\varepsilon\),

\[
\varepsilon=\frac{E}{1-E/(2c^2)},\qquad
\lambda=\frac{1}{1-E/(2c^2)} .
\tag{15}
\]

The second formula follows from \(\lambda=\varepsilon/E\).

### Why no bound state is lost

For any bound ZORA level, \(E<0\), and (15) gives a number \(\lambda\) between zero and one. The steps from (9) to (13) can then be reversed, and they produce a solution of (5). Equation (4) supplies its small component. The two sets of bound states therefore correspond one to one, provided that the change of length preserves the behaviour required at the origin and at infinity. Both points can be checked from the radial equations.

Let \(\Omega_\kappa\) be a spin-angular function with total angular momentum \(j=|\kappa|-\tfrac12\). The nonzero integer \(\kappa\) is defined by \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\), where \(\mathbf L\) is the orbital angular momentum. Thus \(\kappa=-1\) for s states, \(\kappa=1\) for p\(_{1/2}\) and \(\kappa=-2\) for p\(_{3/2}\). With \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\), multiplication of Pauli matrices gives

\[
\boldsymbol\sigma\cdot\mathbf p
=-i\sigma_r\left(\frac{\partial}{\partial r}
-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\tag{16}
\]

The matrix \(\sigma_r\) is unchanged by rotations of space and spin together, and it changes parity. It therefore turns \(\Omega_\kappa\) into \(\Omega_{-\kappa}\), up to a phase. The phase is chosen so that \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\). Now set \(\phi=(P/r)\Omega_\kappa\) and \(\chi=i(Q/r)\Omega_{-\kappa}\). Since \((\partial_r+(\kappa+1)/r)(P/r)=(P'+\kappa P/r)/r\), equations (3) and (2) become

\[
P'+\frac{\kappa}{r}P=\frac{2c^2+\varepsilon-V}{c}\,Q,
\qquad
Q'-\frac{\kappa}{r}Q=\frac{V-\varepsilon}{c}\,P .
\tag{17}
\]

A prime on \(P\) or \(Q\) means a derivative with respect to \(r\).

Near the origin only the \(1/r\) part of the potential matters. Put \(P\simeq a_0r^s\) and \(Q\simeq b_0r^s\). The leading terms of (17) are

\[
(s+\kappa)a_0=\frac Zc\,b_0,\qquad
(s-\kappa)b_0=-\frac Zc\,a_0 .
\tag{18}
\]

Multiplying them gives \(s^2-\kappa^2=-Z^2/c^2\). The regular solution has

\[
s=\gamma=\sqrt{\kappa^2-Z^2/c^2} .
\tag{19}
\]

The energy has dropped out, so the ZORA function has the same exponent. A change of length multiplies \(r^\gamma\) by a constant and leaves the exponent alone. For \(|\kappa|=1\) and \(Z/c>\sqrt3/2\) the solution \(r^{-\gamma}\) is also square integrable, and the regular solution must be selected explicitly. For \(Z=74\), where \(Z/c=0.540\), this question does not arise.

At large distance (17) gives \(P''\simeq\mu^2P\), with

\[
\mu^2=-\frac{\varepsilon(2c^2+\varepsilon)}{c^2} .
\tag{20}
\]

The decaying solution behaves as \(e^{-\mu r}\), apart from a power of \(r\). In the new coordinate the exponent is \(-(\mu/\lambda)r'\). Decay is preserved because \(\lambda\) is positive, and the correspondence of bound states is complete.

### The Dirac levels

The relation (14) becomes useful for numbers once \(\varepsilon\) is known. Write

\[
P=e^{-\mu r}\sum_{k\ge0}a_kr^{\gamma+k},\qquad
Q=e^{-\mu r}\sum_{k\ge0}b_kr^{\gamma+k} .
\tag{21}
\]

Comparing equal powers of \(r\) in (17) gives, with \(a_{-1}=b_{-1}=0\),

\[
(\gamma+k+\kappa)a_k-\mu a_{k-1}
=\frac{2c^2+\varepsilon}{c}b_{k-1}+\frac Zc b_k ,
\tag{22}
\]
\[
(\gamma+k-\kappa)b_k-\mu b_{k-1}
=-\frac{\varepsilon}{c}a_{k-1}-\frac Zc a_k .
\tag{23}
\]

For large \(k\), each step multiplies the pair \((a,b)\) by \(1/k\) times a two-by-two matrix. Its diagonal entries are \(\mu\), and the product of its off-diagonal entries is \(-\varepsilon(2c^2+\varepsilon)/c^2=\mu^2\). Its eigenvalues are thus \(2\mu\) and zero. If the matrix sends a pair \((a_{k-1},b_{k-1})\) to zero, (22) and (23) become homogeneous equations for \((a_k,b_k)\). Their determinant is \((\gamma+k)^2-\gamma^2>0\), so this pair and all later ones vanish, and the series ends. Otherwise the matrix turns the pair into a multiple of the eigenvector for \(2\mu\), because its other eigenvalue is zero. An unending series therefore grows as \(e^{2\mu r}\) and overwhelms the factor \(e^{-\mu r}\). A bound state is obtained only when the series ends at some \(k=N\).

Setting \(k=N+1\) in (23), with \(a_{N+1}=b_{N+1}=0\), gives

\[
b_N=\frac{\varepsilon}{c\mu}\,a_N .
\tag{24}
\]

At \(k=N\), multiply (22) by \(\varepsilon/c\), multiply (23) by \(\mu\), and add. The terms in \(a_{N-1}\) cancel directly. Those in \(b_{N-1}\) cancel by (20). There remains

\[
\frac{\varepsilon}{c}\left[(\gamma+N+\kappa)a_N-\frac Zc b_N\right]
+\mu\left[(\gamma+N-\kappa)b_N+\frac Zc a_N\right]=0 .
\tag{25}
\]

Insert (24), divide by \(a_N\) and multiply by \(c\). The two terms in \(\kappa\) cancel:

\[
2\varepsilon(\gamma+N)
+Z\left(\mu-\frac{\varepsilon^2}{c^2\mu}\right)=0 .
\tag{26}
\]

By (20), the bracket equals \(-2\varepsilon(c^2+\varepsilon)/(c^2\mu)\). Division by \(2\varepsilon\) gives

\[
\mu(\gamma+N)=Zw,\qquad w=1+\frac{\varepsilon}{c^2} .
\tag{27}
\]

In terms of \(w\), equation (20) reads \(\mu^2=c^2(1-w^2)\). Squaring (27) and solving for the positive \(w\) required by (27),

\[
\varepsilon=c^2\left\{
\left[1+\frac{Z^2}{c^2(N+\gamma)^2}\right]^{-1/2}-1\right\},
\qquad N=n-|\kappa| .
\tag{28}
\]

Here \(n\) is the principal quantum number. For \(N=0\), (18) gives \(b_0/a_0=c(\gamma+\kappa)/Z\), while (24) requires this ratio to be negative. Since \(\gamma<|\kappa|\), the case \(N=0\) exists for negative \(\kappa\) and is excluded for positive \(\kappa\).

For 1s, \(N=0\), \(\kappa=-1\) and \(\gamma^2=1-Z^2/c^2\). The square bracket in (28) is \(1/\gamma^2\), so

\[
\varepsilon_{1s}=-c^2(1-\gamma),\qquad \mu=Z .
\tag{29}
\]

Both radial functions are proportional to \(r^\gamma e^{-Zr}\).

### The error and its limits

Subtracting \(\varepsilon\) from (14) gives, for every bound state of the ion,

\[
E-\varepsilon
=\frac{2c^2\varepsilon-\varepsilon(2c^2+\varepsilon)}{2c^2+\varepsilon}
=-\frac{\varepsilon^2}{2c^2+\varepsilon}<0 .
\tag{30}
\]

For 1s, (8) and (29) give \(\lambda=(1+\gamma)/2\). Therefore

\[
E_{1s}=-2c^2\frac{1-\gamma}{1+\gamma},
\qquad
E_{1s}-\varepsilon_{1s}
=-c^2\frac{(1-\gamma)^2}{1+\gamma}
=-\frac{Z^4}{c^2(1+\gamma)^3} .
\tag{31}
\]

The last form uses \(1-\gamma=Z^2/[c^2(1+\gamma)]\). The error relative to the Dirac energy is \((1-\gamma)/(1+\gamma)\).

For small \(Z/c\), \(\gamma\) tends to one and the 1s error tends to \(-Z^4/(8c^2)\). For a level \(n\), inserting the nonrelativistic energy \(-Z^2/(2n^2)\) in (30) gives the leading error \(-Z^4/(8n^4c^2)\). This is of order \(1/c^2\), the same order as the first relativistic correction. Indeed, expansion of (29) gives \(\varepsilon_{1s}=-Z^2/2-Z^4/(8c^2)+\dots\). At this order ZORA doubles the relativistic lowering of the 1s level. At the other end, as \(Z/c\) approaches one, \(\varepsilon_{1s}\) tends to \(-c^2\) and \(E_{1s}\) to \(-2c^2\), so that the relative error approaches 100 percent.

## 2. Consequences of the scaling and the ion with Z = 74

### Symbols and results carried over

The potential is \(V=-Z/r\), \(\varepsilon\) is the Dirac energy without the rest energy, and \(E\) is the unscaled ZORA energy of the same state. With \(\lambda=1+\varepsilon/(2c^2)\), the first half established

\[
E=\frac{\varepsilon}{\lambda},\qquad
\varepsilon=\frac{E}{1-E/(2c^2)},\qquad
E-\varepsilon=-\frac{\varepsilon^2}{2c^2+\varepsilon} .
\tag{32}
\]

The ZORA function is the large component \(\phi\) of the Dirac function, drawn in the coordinate \(\mathbf r'=\lambda\mathbf r\). For 1s, \(\gamma=\sqrt{1-Z^2/c^2}\), \(\varepsilon=-c^2(1-\gamma)\) and \(\lambda=(1+\gamma)/2\), and the radial functions \(P\) and \(Q\) are proportional to \(r^\gamma e^{-Zr}\).

### Size of the orbital

Since \(\lambda<1\), the ZORA orbital is a contracted copy of the Dirac large component. Let \(\langle r\rangle_{\rm D}\) be the mean radius calculated from \(\phi\) alone and divided by the norm of \(\phi\). With \(\phi_{\rm Z}(\mathbf r')\propto\phi(\mathbf r'/\lambda)\), substitution of \(\mathbf r'=\lambda\mathbf r\) in both integrals gives

\[
\langle r\rangle_{\rm Z}
=\frac{\int r'|\phi(\mathbf r'/\lambda)|^2d^3r'}
{\int|\phi(\mathbf r'/\lambda)|^2d^3r'}
=\frac{\lambda^4\int r|\phi(\mathbf r)|^2d^3r}
{\lambda^3\int|\phi(\mathbf r)|^2d^3r}
=\lambda\langle r\rangle_{\rm D} .
\tag{33}
\]

For 1s, the integrals of \(r^{2\gamma+1}e^{-2Zr}\) and \(r^{2\gamma}e^{-2Zr}\) have the ratio \((2\gamma+1)/(2Z)\), which is \(\langle r\rangle_{\rm D}\). The excess binding and the contraction are thus two results of one change of length.

For a point nucleus, one change of length accounts exactly for both the excess binding of every ZORA bound level and the contraction of its orbital. It remains to treat scaled ZORA and the response to a constant potential, to see where the simple relation fails, and to work out the numbers for \(Z=74\) and their meaning for tungsten compounds.
